# Fermi Surface of a Copper-Like Muffin-Tin Metal from Three Phase Shifts

## Problem

A metal has one atom per cell of an fcc lattice with lattice constant $a$. Its potential is spherical inside non-overlapping spheres centred on the atoms and zero between them. Spin-orbit coupling is ignored. The Fermi energy above this zero is $E=\kappa^2>0$, in units where $\hbar^2/2m=1$, and scattering with $l\ge 3$ is negligible.

(a) Show that, for a given lattice and $E$, the potential affects the Fermi surface only through the phase shifts $\delta_0,\delta_1,\delta_2$ at $E$.

(b) Take $a=6.83$ bohr, $E=0.55$ Ry, $\delta_0=0.08$ and $\delta_1=0.13$. Choose $\delta_2$ so that one conduction electron per atom is enclosed. Find the belly radii along [100] and [110], and the radius of the neck at the hexagonal zone face, if there is one.

In part (b) the energy is fixed and the phase shifts are the adjustable parameters. The inputs are chosen model values, not measured data and not the result of a calculated potential. We assume that a d resonance below $E$ has taken $\delta_2$ through most of $\pi$. Since only $\tan\delta_2$ will matter, we subtract $\pi$ and expect a small negative number.

Wavevectors are in units of $2\pi/a=0.91994$ bohr$^{-1}$. Then lengths are in $a/2\pi$, the cell volume is $\Omega=(2\pi)^3/4=62.01$, the zone volume is 4, and $\kappa=0.80616$.

## First estimate by scaling

With two spins, one electron per atom fills half the zone, a volume of 2. A sphere of that volume has radius
$$k_0=\left(\frac{3\cdot 2}{4\pi}\right)^{1/3}=0.7816 .$$
This is the estimate for both belly radii. The centre L of the hexagonal face, $(\tfrac12,\tfrac12,\tfrac12)$, lies at distance $0.866$, so the sphere alone has no neck.

For $\delta_2$, treat the atoms as independent scatterers. In a large sphere of radius $R_0$, the levels obey $kR_0-l\pi/2+\delta_l=n\pi$, so each channel gains $\delta_l/\pi$ states below $E$. Adding this to the free-electron count gives
$$\frac{1}{2}\,\frac{4\pi\kappa^3}{3}+\frac{2}{\pi}\sum_l(2l+1)\delta_l\approx1 .$$
The first term is $1.097$. Hence $\delta_0+3\delta_1+5\delta_2\approx-0.153$, and $\delta_2\approx-0.125$.

For the neck, a density $1/\Omega$ of weak scatterers lowers the energy of a plane wave by about $4\pi f/\Omega$, where $f\sim(2l+1)\delta_l/\kappa$ is the scattering amplitude. The natural energy scale is therefore
$$B=\frac{4\pi}{\kappa\Omega}=0.251 .$$
At L two waves with opposite wavevectors mix. Their odd combination has twice the p-wave shift of one wave, about $6B\delta_1=0.196$. Its unshifted energy is $0.750$, above $E=\kappa^2=0.650$ by only $0.100$. The odd level should thus lie below $E$, and a neck should exist. Moving a distance $t$ from L within the face costs energy $t^2$, so
$$t\sim\sqrt{0.196-0.100}\approx0.31 .$$

## Exact solution of the truncated model

### The secular equation

Let $L=(l,m)$, with real spherical harmonics $Y_L$ and $n_0(x)=-\cos x/x$. Outside a sphere the radial wave is proportional to
$$j_l(\kappa r)\cos\delta_l-n_l(\kappa r)\sin\delta_l .$$
Matching its logarithmic derivative to the interior solution fixes $\delta_l$.

Continue this exterior form to the centre of every sphere. The continued function obeys $(\nabla^2+\kappa^2)\psi=0$ except at the sites, where the $n_l$ terms are singular. Compare it with
$$\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\sum_L c_L\,n_l(\kappa|\mathbf r-\mathbf R|)\,Y_L(\widehat{\mathbf r-\mathbf R}),$$
which has the same singularities. The difference is a regular Bloch solution. Its Fourier coefficients satisfy $(\kappa^2-|\mathbf k+\mathbf G|^2)u_{\mathbf G}=0$, so it vanishes unless some $|\mathbf k+\mathbf G|=\kappa$. Away from these special points, the sum is the whole wave.

Near the origin, waves from the other sites are regular. This defines the structure constants $S_{LL'}$:
$$\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}n_{l'}Y_{L'}(\mathbf r-\mathbf R)=\sum_L j_l(\kappa r)Y_L(\hat{\mathbf r})S_{LL'} .$$
The coefficients of $j_l$ and $n_l$ are $\sum_{L'}S_{LL'}c_{L'}$ and $c_L$. Their ratio must be $\cos\delta_l:(-\sin\delta_l)$, so
$$\sum_{L'}S_{LL'}c_{L'}=-\cot\delta_l\,c_L .$$
For $l\ge3$, $\delta_l=0$ implies $c_L=0$; those channels contain only $j_l$ and add no condition. Nine coefficients remain, and
$$\boxed{\det\left[\delta_{LL'}+\tan\delta_l(E)\,S_{LL'}(\mathbf k,\kappa)\right]=0,\qquad l,l'\le2.}$$
The tangent form also covers $\delta_l=0$.

The lattice and energy determine $S$. Neither the sphere radius nor the interior potential appears except through $\delta_0,\delta_1,\delta_2$, each modulo $\pi$. This proves (a). The result fails if $l\ge3$ scattering, non-spherical terms or spin-orbit coupling matter.

### The structure constants

Let $\mathcal Y_L(\mathbf v)=v^lY_L(\hat{\mathbf v})$. Each derivative of a radial function produces a factor of position and one operator $r^{-1}d/dr$. Derivatives of the position factors produce traces, which vanish because $\mathcal Y_L$ is harmonic. Therefore
$$\mathcal Y_L(\nabla)f(r)=r^lY_L\left(\frac1r\frac{d}{dr}\right)^l f .$$
With $n_l(x)=(-x)^l(x^{-1}d/dx)^ln_0(x)$, this gives
$$n_l(\kappa r)Y_L=(-\kappa)^{-l}\mathcal Y_L(\nabla)n_0(\kappa r).$$

Near the origin $n_0\to-1/(\kappa r)$, so $(\nabla^2+\kappa^2)n_0=(4\pi/\kappa)\delta(\mathbf r)$. For a Bloch sum of sources, put $\mathbf q=\mathbf k+\mathbf G$. Replacing $\nabla$ by $i\mathbf q$ gives the wave from all sites:
$$\Phi_{L'}=\frac{4\pi}{\kappa\Omega}\sum_{\mathbf G}(-i)^{l'}\left(\frac q\kappa\right)^{l'}\frac{Y_{L'}(\hat{\mathbf q})e^{i\mathbf q\cdot\mathbf r}}{\kappa^2-q^2}.$$

To make the sum converge, insert $e^{-s(q^2-\kappa^2)}$, which smears each source with a Gaussian. Away from the source $\nabla^2=-\kappa^2$, so the corresponding operator $e^{s(\nabla^2+\kappa^2)}$ leaves the wave unchanged, apart from tails at neighbour distance $d$ that fall as $e^{-d^2/4s}$, multiplied by prefactors that are much larger than one for the higher $l$. A small $s$ makes these negligible.

Now compare coefficients of $r^lY_L$ at the origin, using
$$e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_L i^lj_l(qr)Y_L(\hat{\mathbf q})Y_L(\hat{\mathbf r}),\qquad j_l(x)\to\frac{x^l}{(2l+1)!!}.$$
The double factorials cancel. After subtraction of the smeared source at the origin,
$$S_{LL'}=i^{l-l'}\frac{(4\pi)^2}{\kappa\Omega}\sum_{\mathbf G}\left(\frac q\kappa\right)^{l+l'}\frac{Y_LY_{L'}e^{-s(q^2-\kappa^2)}}{\kappa^2-q^2}-\delta_{LL'}I_l .$$
The factors $i^{l-l'}$ can be removed by multiplying row $L$ by $i^{-l}$ and column $L'$ by $i^{l'}$. This leaves the determinant unchanged, and $S$ is taken in that real form below.

The subtraction follows by replacing $\Omega^{-1}\sum_{\mathbf G}$ with $\int d^3q/(2\pi)^3$. With $x=q/\kappa$, $t_s=s\kappa^2$ and a principal value at $x=1$, $I_l=J_{l+1}$, where
$$J_m=\frac2\pi\,\mathrm P\!\int_0^\infty\frac{x^{2m}e^{-t_s(x^2-1)}}{1-x^2}\,dx .$$
At $t_s=0$, $J_0=0$, and $dJ_0/dt_s=e^{t_s}/\sqrt{\pi t_s}$. Thus $J_0=\operatorname{erfi}\sqrt{t_s}$. Since $x^{2m}-x^{2m+2}=x^{2m}(1-x^2)$,
$$J_m-J_{m+1}=\frac{e^{t_s}}\pi\frac{\Gamma(m+\frac12)}{t_s^{m+1/2}},$$
and repeated use gives
$$I_l=\operatorname{erfi}\sqrt{t_s}-\frac{e^{t_s}}\pi\sum_{m=0}^{l}\frac{\Gamma(m+\frac12)}{t_s^{m+1/2}} .$$

### Radii of the model

The determinant is solved along rays from the zone centre. Rays through the neck end at the zone face. Setting the enclosed volume to 2 gives
$$\delta_2=-0.1224 .$$
A separate count of occupied points on a mesh gives a volume of $2.005$, consistent with its finite spacing.

The neck can be decided at L. Inversion separates even from odd $l$ there, and threefold symmetry separates the p wave along [111] from the two transverse ones. With $l\le2$, the longitudinal odd state therefore obeys a single equation, $\cot\delta_1+S_{pp}=0$. At the Fermi energy $S_{pp}=-14.73$, so the threshold is
$$\delta_{1c}=\arctan\frac1{14.73}=0.0678 .$$
Stronger p-wave attraction lowers this level. The chosen $\delta_1=0.13$ exceeds the threshold, so the neck is open.

The roots are:

| Radius | $2\pi/a$ | bohr$^{-1}$ | Ratio to $k_0$ |
|---|---|---|---|
| Belly, [100] | 0.829 | 0.763 | 1.061 |
| Belly, [110] | 0.742 | 0.683 | 0.950 |
| Neck, mean | 0.149 | 0.137 | 0.190 |

The neck radii towards W and U are $0.1488$ and $0.1489$, so the neck is nearly circular in these two directions.

## Comparison of the two

The independent-scatterer estimate $\delta_2\approx-0.125$ is close to the solved $-0.122$. The spherical belly estimate is about 6% too small along [100] and 5% too large along [110]. The neck estimate, $0.31$, is about twice the solved radius.

To see why, keep in $S$ only the two plane waves that are degenerate on the face, $\mathbf q_\pm=\pm(\tfrac12,\tfrac12,\tfrac12)+\mathbf t$. Here $\mathbf t$ lies in the face and $q^2=\tfrac34+t^2$. Drop $I_l$ and set the Gaussian factor to 1. Then $S$ is a sum of two products of vectors, and $\det(1+XY)=\det(1+YX)$ reduces the $9\times9$ determinant to a $2\times2$ one. The addition theorem
$$\sum_mY_L(\hat{\mathbf q}_+)Y_L(\hat{\mathbf q}_-)=\frac{2l+1}{4\pi}P_l(\cos\theta)$$
supplies its off-diagonal elements, where $\theta$ is the angle between the waves. The odd combination obeys
$$q^2-\kappa^2=B\sum_l(2l+1)\tan\delta_l\left(\frac q\kappa\right)^{2l}[1-P_l(\cos\theta)] .$$

The s term vanishes because $P_0=1$. From $q^2\cos\theta=t^2-\tfrac34$, the p term uses $q^2(1-\cos\theta)=\tfrac32$. For the d term,
$$q^4(1-P_2)=\tfrac32\left[q^4-(t^2-\tfrac34)^2\right]=\tfrac92t^2 .$$
Therefore
$$\tfrac34+t^2-\kappa^2=B\left[\frac{9\tan\delta_1}{2\kappa^2}+\frac{45\tan\delta_2}{2\kappa^4}t^2\right].$$
With the solved $\delta_2$, this becomes
$$0.100+t^2=0.228-1.65\,t^2,$$
so $t=\sqrt{0.127/2.65}=0.22$. Without the d term it would be $0.36$. The negative $\delta_2$ makes the energy rise faster away from L and narrows the neck.

The omitted waves and on-site term account for the remaining difference. At L the two-wave value of $S_{pp}$ is $-17.39$, against the full $-14.73$. Adding the missing $2.66$ to $\cot\delta_1=7.65$ reduces the p term from $0.228$ to $0.169$. If this correction is held constant along the face and the d term is left at its two-wave value, $t=\sqrt{0.069/2.65}=0.16$, about 8% above the full result. The uncorrected d term is only rough: this estimate gives $\partial t/\partial\delta_2\approx0.41$, against $0.756$ in the table below.

A similar argument explains why a belly estimate with one plane wave is spherical: $P_l(1)=1$ in every direction. Within this model, anisotropy enters through the other reciprocal-lattice vectors.

## What the radii determine

At fixed $E$, the derivatives of the radii, in $2\pi/a$ per radian, are:

| Radius | $\delta_0$ | $\delta_1$ | $\delta_2$ |
|---|---|---|---|
| [100] | 0.106 | 0.638 | 0.272 |
| [110] | 0.131 | 0.251 | 1.279 |
| Neck towards W | 0.000 | 1.149 | 0.756 |

Raising $\delta_1$ by $0.01$ widens the neck by about $0.011$. The zero in the last row follows from symmetry. A half-turn about $[1,0,-1]$ preserves the line from L to W, up to a reciprocal-lattice vector. It reverses the longitudinal p wave but not the s wave, so the neck state on this line has no s component.

The matrix is invertible, with condition number about 18. Near this solution, three radii therefore determine three phase shifts at a fixed energy. The first column is the smallest, so $\delta_0$ is the least directly constrained. If half filling is imposed as well, only two of the phase shifts can be varied independently.

The numerical check also compares two local potentials, one attractive and one repulsive at the centre, tuned to equal phase shifts at one energy. In the three directions tried, plane-wave diagonalization in a converged basis ($|\mathbf G|\le12$) gives Fermi radii that differ by $6$ to $7\times10^{-6}$. With $|\mathbf G|\le7$ they agree to about $10^{-6}$, but partly by accident, since the radii of the second potential are then still $6\times10^{-6}$ too small. The secular equation gives values lower than the converged ones by $3$ to $4\times10^{-5}$ for the first potential and by $4$ to $5\times10^{-5}$ for the second. The neglected $\delta_3$, which was not matched and equals $1.0\times10^{-5}$ and $1.2\times10^{-5}$ respectively, accounts for nearly all of these offsets and of the difference between the two potentials. In units of $(2\pi/a)^2$, the band bottoms are also close: their difference is $1.8\times10^{-5}$ in the converged basis and about half of that with $|\mathbf G|\le7$. The common phase shifts are $\delta_0=0.399$, $\delta_1=0.019$ and $\delta_2=0.0005$, so the scattering is mainly s-wave. The small shifts still matter: in the secular equation, dropping $\delta_1$ lowers the [100] radius by $0.012$ and dropping $\delta_2$ lowers it by $8\times10^{-4}$, both well above the discrepancy. This pair therefore tests the p and d channels, but only for weak scattering. Far above the matching energy the two potentials separate: for levels from about $2.5$ to $2.85$ at the zone centre and at L, the differences range from less than $10^{-3}$ to about $2\times10^{-2}$.

## Computed values

```
structure constants, largest relative error: 8.5e-09
TWO-POTENTIAL TEST, energies in (2pi/a)^2, wavevectors in 2pi/a
test energy: 0.40; sphere radius: 2.20 a/(2pi)
central values of potentials A, B: -1.00, 1.00
shape coefficients of B: [  -1.      31.441 -110.802  102.966]
phase shifts of A (rad): [0.398906 0.01945  0.000546]
phase shifts of B (rad): [0.398906 0.01945  0.000546]
[100] radius, A, B, secular: 0.725588, 0.725588, 0.725557
[110] radius, A, B, secular: 0.726203, 0.726204, 0.726163
[321] radius, A, B, secular: 0.726543, 0.726544, 0.726510
band bottom, A and B: -0.121794, -0.121804
largest energy mismatch on Fermi surface: 1.8e-06
COPPER-LIKE MODEL, wavevectors in 2pi/a unless stated
lattice constant: 6.83 bohr
Fermi energy above muffin-tin zero: 0.55 Ry
2pi/a: 0.91994 bohr^-1
kappa: 0.80616
delta_0, delta_1 chosen: 0.08, 0.13 rad
delta_2 from half filling: -0.1224 rad
volume from rays: 2.0000 (2pi/a)^3
volume from mesh: 2.0052 (2pi/a)^3
free-electron radius: 0.7816
belly radius [100]: 0.8291 = 0.7628 bohr^-1
belly radius [110]: 0.7422 = 0.6828 bohr^-1
neck radius toward W: 0.1488
neck radius toward U: 0.1489
mean neck radius: 0.1489 = 0.1369 bohr^-1
ratios to free radius, [100], [110], neck: 1.0608, 0.9496, 0.1905
S_pp at L: -14.7264; cot delta_1: 7.6489
critical delta_1 for a neck: 0.0678 rad
radius derivatives at fixed E, per rad, for delta_0, delta_1, delta_2
[100]: 0.1062, 0.6379, 0.2720
[110]: 0.1305, 0.2511, 1.2789
neck toward W: -0.0000, 1.1493, 0.7564
condition number of derivatives: 17.57
```
